# Pinch-off Gate Voltage of a Buried-Channel Transistor from Merging Depletion Regions: a numerical check

```python
"""Pinch-off gate voltage of a buried n-channel transistor.

Result under test (depletion approximation, potentials from the neutral body):
  V_P = V_FB + phi*N_D/(N_A+N_D) - q*N_D*x_j*(1/C_ox + x_j/(2*eps))
        + (1/C_ox + x_j/eps)*sqrt(2*q*eps*N_A*N_D*phi/(N_A+N_D))
N_D, x_j : donor density and depth of the n layer;  N_A : body acceptors
phi      : potential of the neutral channel = built-in + source-body voltage
C_ox     : oxide capacitance per area;  eps : semiconductor permittivity
V_FB     : gate-body flat-band voltage referred to the p body
The independent road is a finite-volume Poisson-Boltzmann solution, which
contains no depletion edges. SI units inside, engineering units in print.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q, hbar, m0 = const.e, const.hbar, const.m_e
# Rough typical silicon and device values, chosen as inputs
T = 300.0
N_D, N_A, N_I = 2e22, 1e22, 1e16          # m^-3
X_J, T_OX = 250e-9, 20e-9                 # m
GAP = 1.12                                # eV
EPS, EPS_OX = 11.7 * const.epsilon_0, 3.9 * const.epsilon_0
C_OX = EPS_OX / T_OX
PHI_T = const.k * T / q
V_BI = PHI_T * np.log(N_A * N_D / N_I**2)
V_FB = -GAP / 2 - PHI_T * np.log(N_A / N_I)   # n+ gate, no oxide charge
L_D = np.sqrt(EPS * PHI_T / (q * N_D))
STEP = 1e-9


def junction_edge(barrier):
    """Depleted width on the n side of the junction."""
    return np.sqrt(2 * EPS * barrier * N_A / (q * N_D * (N_A + N_D)))


def gate_voltage(peak, layer, electrons=0.0, junction_kt=0, surface_kt=0):
    """Gate-body voltage for a given potential maximum and electron sheet."""
    x_s = layer - junction_edge(peak - junction_kt * PHI_T) - electrons / N_D
    return (V_FB + peak - surface_kt * PHI_T
            - q * N_D * x_s * (1 / C_OX + x_s / (2 * EPS)))


def closed_offset(peak, layer):
    """Expanded closed form of V_P - V_FB."""
    total = N_A + N_D
    return (peak * N_D / total
            - q * N_D * layer * (1 / C_OX + layer / (2 * EPS))
            + (1 / C_OX + layer / EPS)
            * np.sqrt(2 * q * EPS * N_A * N_D * peak / total))


def slope_factor(peak, layer, junction_kt=0):
    """Capacitance-ratio form of d(gate voltage)/d(potential maximum)."""
    x_n = junction_edge(peak - junction_kt * PHI_T)
    c_j = EPS / (x_n * (1 + N_D / N_A))
    return 1 + c_j * (1 / C_OX + (layer - x_n) / EPS)


def box_doping(layer):
    x = STEP * np.arange(int(round((layer + 800e-9) / STEP)))
    net = np.where(x < layer, N_D, -N_A).astype(float)
    net[int(round(layer / STEP))] = (N_D - N_A) / 2
    return net


def neutral_start(net, barrier):
    return np.where(net > 0, barrier, 0.0)


def solve_poisson(gate, net, barrier, thermal, start):
    """Damped Newton solution; returns potential and electron sheet density.

    Steps are limited to 1.5 thermal voltages, which guarantees descent of
    the convex Poisson-Boltzmann energy."""
    phi = start.copy()
    volume = np.full(len(net), STEP)
    volume[0] = STEP / 2
    g = EPS / STEP
    bands = np.full((3, len(net)), -g)
    for _ in range(5000):
        n = N_D * np.exp((phi - barrier) / thermal)
        p = N_A * np.exp(-phi / thermal)
        residual = q * volume * (net + p - n)
        flux = g * (phi[1:] - phi[:-1])
        residual[:-1] += flux
        residual[1:] -= flux
        residual[0] += C_OX * (gate - V_FB - phi[0])
        residual[-1] -= g * phi[-1]
        bands[1] = q * volume * (n + p) / thermal + 2 * g
        bands[1, 0] += C_OX - g
        move = solve_banded((1, 1), bands, residual)
        size = np.max(np.abs(move)) + 1e-300
        phi += move * min(1.0, 1.5 * thermal / size)
        if size < 1e-8:
            return phi, np.sum(volume * n)
    raise RuntimeError("Poisson solver did not converge")


def find_gate(target, net, barrier, thermal, low, high):
    """Gate voltage at which the electron sheet density equals target."""
    state = [neutral_start(net, barrier)]
    for value in np.geomspace(PHI_T, thermal, 5):
        state[0], _ = solve_poisson(high, net, barrier, value, state[0])

    def mismatch(gate):
        state[0], sheet = solve_poisson(gate, net, barrier, thermal, state[0])
        return np.log(sheet / target)
    return brentq(mismatch, low, high, xtol=1e-6)


net = box_doping(X_J)
v_p = V_FB + closed_offset(V_BI, X_J)

# Small-thermal-voltage limit of Poisson-Boltzmann against the closed form
biases = (0.0, 0.5, 1.0)
cold_limit = []
for v_sb in biases:
    barrier = V_BI + v_sb
    formula = V_FB + closed_offset(barrier, X_J)
    found = []
    for thermal in (0.004, 0.002):
        sheet = 0.01 * N_D * np.sqrt(EPS * thermal / (q * N_D))
        found.append(find_gate(sheet, net, barrier, thermal,
                               formula - 0.10, formula + 0.05))
    cold_limit.append(2 * found[1] - found[0])   # leading shift is linear
    assert abs(cold_limit[-1] - formula) < 2e-3
    assert abs(gate_voltage(barrier, X_J) - formula) < 1e-10

# Body-effect factor: numerical derivative against capacitance ratio
d = 1e-4
derivative = (closed_offset(V_BI + d, X_J) - closed_offset(V_BI - d, X_J)) / (2 * d)
m_p = slope_factor(V_BI, X_J)
assert abs(derivative - m_p) < 1e-5

# Charge law with thermal edges, in a layer with a wide neutral channel
thick = 500e-9
thick_net = box_doping(thick)
width_left = thick - junction_edge(V_BI) - 150e-9
v_on = gate_voltage(V_BI, thick, N_D * width_left)
_, sheet_on = solve_poisson(v_on, thick_net, V_BI, PHI_T,
                            neutral_start(thick_net, V_BI))
law_error = gate_voltage(V_BI, thick, sheet_on, 2, 1) - v_on
plain_error = gate_voltage(V_BI, thick, sheet_on) - v_on
assert abs(law_error) < 2e-3 and abs(plain_error) > 10e-3
thermal_shift = gate_voltage(V_BI, X_J, 0.0, 2, 1) - v_p
assert abs(thermal_shift + (2 * m_p - 1) * PHI_T) < 2e-3

# Exponential tail and swing below pinch-off at 300 K
v_off = v_p - 0.30
peak = brentq(lambda u: gate_voltage(u, X_J, 0.0, 1, 0) - v_off, 0.35, V_BI)
tail_formula = np.sqrt(2 * np.pi) * N_D * L_D * np.exp((peak - V_BI) / PHI_T)
phi_off, tail_solver = solve_poisson(v_off, net, V_BI, PHI_T,
                                     neutral_start(net, V_BI))
assert abs(tail_formula / tail_solver - 1) < 0.03
_, upper = solve_poisson(v_off + 0.005, net, V_BI, PHI_T, phi_off)
_, lower = solve_poisson(v_off - 0.005, net, V_BI, PHI_T, phi_off)
swing_solver = 0.010 / np.log10(upper / lower)
swing_formula = slope_factor(peak, X_J, 1) * PHI_T * np.log(10)
assert abs(swing_formula / swing_solver - 1) < 0.01

# Residual electrons at the nominal pinch-off and body shift at 300 K
_, sheet_p = solve_poisson(v_p, net, V_BI, PHI_T, phi_off)
criterion = 1e14                             # m^-2
v_room = find_gate(criterion, net, V_BI, PHI_T, v_p - 0.8, v_p + 0.3)
v_p1 = V_FB + closed_offset(V_BI + 1, X_J)
v_room1 = find_gate(criterion, net, V_BI + 1, PHI_T, v_p1 - 0.8, v_p1 + 0.3)
shift_formula = v_p1 - 1 - v_p
shift_room = v_room1 - 1 - v_room
assert abs(shift_formula - shift_room) < 0.05   # a few thermal voltages

# Surface holes: a layer beyond the depth limit cannot be pinched off
depth_scale = np.sqrt(2 * EPS / (q * N_D)) * (1 + np.sqrt(N_A / (N_A + N_D)))
depth_limit = depth_scale * np.sqrt(V_BI)
deep = 450e-9
deep_net = box_doping(deep)
phi_deep, deep_2 = solve_poisson(-2.0, deep_net, V_BI, PHI_T,
                                 neutral_start(deep_net, V_BI))
_, deep_3 = solve_poisson(-3.0, deep_net, V_BI, PHI_T, phi_deep)
_, shallow_2 = solve_poisson(-2.0, net, V_BI, PHI_T, phi_off)
assert deep > depth_limit > X_J
assert deep_3 > 0.8 * deep_2 and shallow_2 < 1e-4 * deep_2
peak_floor = (X_J / depth_scale)**2
gate_floor = gate_voltage(peak_floor, X_J)
bias_limit = q * N_D * X_J**2 * (N_A + N_D) / (2 * EPS * N_A) - V_BI
assert abs(junction_edge(V_BI + bias_limit) / X_J - 1) < 1e-10

# Size of neglected effects
ratio = brentq(lambda w: quad(lambda s: np.exp((1 - s * s) / (2 * w * w)), 0, 1)[0]
               - 1 - N_D / N_A, 0.3, 3.0)
x = STEP * np.arange(len(net))
graded = N_A * np.exp((X_J**2 - x**2) / (2 * (ratio * X_J)**2)) - N_A
v_graded = find_gate(criterion, graded, V_BI, PHI_T, v_p - 0.8, v_p + 0.3)
hot = const.k * 350.0 / q
ni_hot = N_I * (350 / T)**1.5 * np.exp(-GAP / 2 * (1 / hot - 1 / PHI_T))
vp_hot = (-GAP / 2 - hot * np.log(N_A / ni_hot)
          + closed_offset(hot * np.log(N_A * N_D / ni_hot**2), X_J))
N_C = 2.8e25                                 # rough conduction-band density
neutral_donors = 2 * N_D / N_C * np.exp(0.045 / PHI_T)
degeneracy = PHI_T * N_D / (np.sqrt(8) * N_C)
zero_point = [0.5 * hbar * np.sqrt(q**2 * N_D / (EPS * mass * m0)) / q
              for mass in (0.92, 0.19)]
x_n = junction_edge(V_BI)
x_s = X_J - x_n
phi_s = V_BI - q * N_D * x_s**2 / (2 * EPS)
field_max = q * N_D * X_J / EPS
band_exponent = (4 * np.sqrt(2 * 0.2 * m0) * (GAP * q)**1.5
                 / (3 * q * hbar * field_max))
oxide_exponent = 2 * T_OX * np.sqrt(2 * 0.5 * m0 * 3.1 * q) / hbar

print(f"Inputs: N_D {N_D/1e6:.1e}, N_A {N_A/1e6:.1e}, n_i {N_I/1e6:.1e} cm^-3")
print(f"Layer depth {X_J*1e9:.0f} nm, oxide {T_OX*1e9:.0f} nm, T {T:.0f} K, gap {GAP} eV")
print(f"Relative permittivity: layer {EPS/const.epsilon_0:.1f}, oxide {EPS_OX/const.epsilon_0:.1f}")
print(f"Oxide capacitance {C_OX*100:.4f} uF/cm2")
print(f"Thermal voltage {PHI_T*1e3:.2f} mV, Debye length {L_D*1e9:.1f} nm")
print(f"Built-in voltage {V_BI:.4f} V, flat-band voltage {V_FB:.4f} V")
print(f"Junction widths: n side {x_n*1e9:.1f} nm, p side {x_n*N_D/N_A*1e9:.1f} nm")
print(f"Surface depletion at pinch-off {x_s*1e9:.1f} nm")
print(f"Surface depletion charge {q*N_D*x_s*100:.4f} uC/cm2")
print(f"Oxide drop {q*N_D*x_s/C_OX:.4f} V, surface-layer drop {V_BI-phi_s:.4f} V")
print(f"Surface potential at pinch-off {phi_s:.4f} V")
print(f"Pinch-off gate voltage, V_SB=0: {v_p:.4f} V = {v_p*q/const.value('Hartree energy'):.5f} a.u.")
for v_sb, cold in zip(biases, cold_limit):
    b = V_BI + v_sb
    print(f"V_SB {v_sb:.1f} V: x_n {junction_edge(b)*1e9:.1f} nm, "
          f"x_s {(X_J-junction_edge(b))*1e9:.1f} nm, m {slope_factor(b, X_J):.4f}")
    print(f"  V_GB,P {V_FB+closed_offset(b, X_J):.4f} V, V_GS,P "
          f"{V_FB+closed_offset(b, X_J)-v_sb:.4f} V, solver V_GS,P {cold-v_sb:.4f} V")
print(f"Charge-law test, 500 nm layer: gate {v_on:.4f} V, sheet {sheet_on/1e4:.3e} cm^-2")
print(f"  error with thermal edges {law_error*1e3:.2f} mV, without {plain_error*1e3:.2f} mV")
print(f"Thermal shift of extrapolated pinch-off {thermal_shift*1e3:.1f} mV")
print(f"  first-order estimate {-(2*m_p-1)*PHI_T*1e3:.1f} mV")
print(f"Electrons left at V_P, 300 K: {sheet_p/1e4:.3e} cm^-2")
print(f"  fraction of layer donors {sheet_p/(N_D*X_J):.4f}")
print(f"Tail at V_P-0.30 V: potential maximum {peak:.4f} V")
print(f"  formula {tail_formula/1e4:.3e}, solver {tail_solver/1e4:.3e} cm^-2")
print(f"Swing there: formula {swing_formula*1e3:.2f}, solver {swing_solver*1e3:.2f} mV/decade")
print(f"V_GS shift for V_SB 0 to 1 V: pinch-off formula {shift_formula:.4f} V")
print(f"  solver at 300 K and {criterion/1e4:.0e} cm^-2: {shift_room:.4f} V")
print(f"Depth limit set by surface holes, V_SB=0: {depth_limit*1e9:.1f} nm")
print(f"450 nm layer: sheet {deep_2/1e4:.3e} at -2 V, {deep_3/1e4:.3e} cm^-2 at -3 V")
print(f"250 nm layer at -2 V: sheet {shallow_2/1e4:.2e} cm^-2")
print(f"Surface potential zero at gate {gate_floor:.4f} V, maximum {peak_floor:.4f} V")
print(f"Junction alone empties layer at V_SB {bias_limit:.3f} V")
print(f"Graded profile, equal net dose: surface net doping {graded[0]/1e6:.2e} cm^-3")
print(f"  gate shift at {criterion/1e4:.0e} cm^-2: {(v_graded-v_room)*1e3:.1f} mV")
print(f"Oxide charge +1e11 cm^-2: shift {-q*1e15/C_OX*1e3:.1f} mV")
print(f"Pinch-off change from 300 to 350 K (fixed gap) {(vp_hot-v_p)*1e3:.1f} mV")
print(f"Surface holes at pinch-off {N_A*np.exp(-phi_s/PHI_T)/1e6:.2e} cm^-3")
print(f"Un-ionized donors in neutral channel, about {neutral_donors*100:.2f} %")
print(f"Degeneracy correction {degeneracy*1e6:.2f} uV")
print(f"Zero-point energy: mass 0.92 {zero_point[0]*1e3:.2f}, mass 0.19 {zero_point[1]*1e3:.2f} meV")
print(f"Oxide field at pinch-off {q*N_D*x_s/EPS_OX/1e8:.4f} MV/cm")
print(f"Junction field: V_SB=0 {q*N_D*x_n/EPS/1e8:.4f}, emptied layer {field_max/1e8:.4f} MV/cm")
print(f"Tunnelling exponents: band-to-band {band_exponent:.0f}, oxide {oxide_exponent:.0f}")
print(f"Depletion depth below oxide at V_P {(X_J+x_n*N_D/N_A)*1e9:.0f} nm")
print("all assertions hold")
```

It prints:

```
Inputs: N_D 2.0e+16, N_A 1.0e+16, n_i 1.0e+10 cm^-3
Layer depth 250 nm, oxide 20 nm, T 300 K, gap 1.12 eV
Relative permittivity: layer 11.7, oxide 3.9
Oxide capacitance 0.1727 uF/cm2
Thermal voltage 25.85 mV, Debye length 28.9 nm
Built-in voltage 0.7322 V, flat-band voltage -0.9172 V
Junction widths: n side 125.6 nm, p side 251.3 nm
Surface depletion at pinch-off 124.4 nm
Surface depletion charge 0.0399 uC/cm2
Oxide drop 0.2308 V, surface-layer drop 0.2392 V
Surface potential at pinch-off 0.4930 V
Pinch-off gate voltage, V_SB=0: -0.6550 V = -0.02407 a.u.
V_SB 0.0 V: x_n 125.6 nm, x_s 124.4 nm, m 1.4892
  V_GB,P -0.6550 V, V_GS,P -0.6550 V, solver V_GS,P -0.6546 V
V_SB 0.5 V: x_n 163.0 nm, x_s 87.0 nm, m 1.3007
  V_GB,P 0.0364 V, V_GS,P -0.4636 V, solver V_GS,P -0.4633 V
V_SB 1.0 V: x_n 193.2 nm, x_s 56.8 nm, m 1.2015
  V_GB,P 0.6598 V, V_GS,P -0.3402 V, solver V_GS,P -0.3400 V
Charge-law test, 500 nm layer: gate -0.8113 V, sheet 4.658e+11 cm^-2
  error with thermal edges 0.01 mV, without 54.32 mV
Thermal shift of extrapolated pinch-off -51.9 mV
  first-order estimate -51.1 mV
Electrons left at V_P, 300 K: 3.012e+10 cm^-2
  fraction of layer donors 0.0602
Tail at V_P-0.30 V: potential maximum 0.5490 V
  formula 1.209e+08, solver 1.200e+08 cm^-2
Swing there: formula 97.61, solver 98.38 mV/decade
V_GS shift for V_SB 0 to 1 V: pinch-off formula 0.3148 V
  solver at 300 K and 1e+10 cm^-2: 0.3349 V
Depth limit set by surface holes, V_SB=0: 343.2 nm
450 nm layer: sheet 1.967e+11 at -2 V, 1.930e+11 cm^-2 at -3 V
250 nm layer at -2 V: sheet 2.83e+04 cm^-2
Surface potential zero at gate -1.2113 V, maximum 0.3885 V
Junction alone empties layer at V_SB 2.168 V
Graded profile, equal net dose: surface net doping 3.53e+16 cm^-3
  gate shift at 1e+10 cm^-2: -37.3 mV
Oxide charge +1e11 cm^-2: shift -92.8 mV
Pinch-off change from 300 to 350 K (fixed gap) -78.1 mV
Surface holes at pinch-off 5.22e+07 cm^-3
Un-ionized donors in neutral channel, about 0.81 %
Degeneracy correction 6.53 uV
Zero-point energy: mass 0.92 0.80, mass 0.19 1.76 meV
Oxide field at pinch-off 0.1154 MV/cm
Junction field: V_SB=0 0.0389, emptied layer 0.0773 MV/cm
Tunnelling exponents: band-to-band 468, oxide 255
Depletion depth below oxide at V_P 501 nm
all assertions hold
```
